# Integer Coefficients for Slater Integrals and the Racah Parameters

## Problem

Two electrons occupy the same $l$ shell, in orbitals $R(r)Y_{lm}$ with one common radial function. With $P=rR$, and in atomic units, their Slater integrals are

$$F^k=\int_0^\infty\!\!\int_0^\infty \frac{r_<^k}{r_>^{k+1}}\,P^2(r_1)P^2(r_2)\,dr_1dr_2 ,$$

where $r_<$ and $r_>$ are the smaller and larger of $r_1,r_2$. The direct repulsion energy $J(m,m')$ is a sum of these integrals with fractional coefficients. To remove the fractions, one writes $F_k=F^k/D_k$, with $D_k>0$ chosen so that the coefficients of $F_k$ in all the $J(m,m')$ are integers, and the smallest possible ones. For $k=0$ the coefficient is 1, so $D_0=1$.

(a) Find $D_k$ for $k>0$ in the p, d and f shells.

(b) The Racah parameters of a $d^2$ configuration are defined by the repulsion energies of three terms:

$$E(^3F)=A-8B,\qquad E(^3P)=A+7B,\qquad E(^1G)=A+4B+2C .$$

Express $A,B,C$ through the $F_k$. Do $F_2$ and $F_4$ suffice?

## A tempting solution to part (a)

The coefficient of $F^k$ in $J(m,m')$ is a product $c^k(m)c^k(m')$, where $c^k(m)$ is the mean of the Legendre polynomial $P_k(\cos\theta)$ in the density $|Y_{lm}|^2$. Fractions become integers when multiplied by their least common denominator, so $D_k$ should be that denominator.

For the f shell and $k=6$ the means are

$$c^6=\frac{100}{429},\ -\frac{25}{143},\ \frac{10}{143},\ -\frac{5}{429}\qquad (|m|=0,1,2,3).$$

The product of the last value with itself is $25/429^2$. Since $429=3\cdot11\cdot13$ has no factor 5, this fraction is in lowest terms, and the common denominator is $429^2$. The answer would be $D_6=184041$.

## The fault

This choice does make the coefficients integers, but not the smallest ones. Over the denominator 429 the means are

$$c^6=\frac{1}{429}(100,-75,30,-5)=\frac{5}{429}(20,-15,6,-1).$$

Every product has a factor $5^2=25$ in its numerator. Clearing denominators leaves that factor in place. For two $m=0$ electrons, the coefficient of $F_6$ would be $10000$, where $400$ is enough.

The larger divisor is harmless if it is used consistently, because $F_6$ is then 25 times smaller and its coefficients 25 times larger. If the two conventions are mixed, the $k=6$ part of the energy is wrong by a factor of 25.

## Solution of part (a)

**The direct integral.** The multipole expansion and the addition theorem give

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\,\frac{4\pi}{2k+1}\sum_{q=-k}^{k}Y_{kq}^*(1)Y_{kq}(2).$$

The densities $|Y_{lm}|^2$ do not depend on the azimuth, so the azimuthal integrals remove every $q\neq0$. Since $Y_{k0}=\sqrt{(2k+1)/4\pi}\,P_k$, the $q=0$ part leaves $P_k(\cos\theta_1)P_k(\cos\theta_2)$, and

$$J(m,m')=\sum_k c^k(m)\,c^k(m')\,F^k .$$

With $x=\cos\theta$, the density is an even polynomial of degree $2l$ in $x$. Odd $k$ therefore vanish by parity, and $k>2l$ vanish by orthogonality of the Legendre polynomials.

**The moments.** Let $w(x)=2\pi|Y_{lm}|^2$, which integrates to 1 over $-1\le x\le1$. If $w=\sum_j a_jx^{2j}$, then

$$\langle x^{2n}\rangle=\sum_j\frac{2a_j}{2j+2n+1}.$$

| Shell, $\lvert m\rvert$ | $w(x)$ | $\langle x^2\rangle,\langle x^4\rangle,\langle x^6\rangle$ up to $x^{2l}$ |
|---|---|---|
| p, 0 | $\frac32x^2$ | $\frac35$ |
| p, 1 | $\frac34(1-x^2)$ | $\frac15$ |
| d, 0 | $\frac58(1-6x^2+9x^4)$ | $\frac{11}{21},\frac37$ |
| d, 1 | $\frac{15}4(x^2-x^4)$ | $\frac37,\frac5{21}$ |
| d, 2 | $\frac{15}{16}(1-2x^2+x^4)$ | $\frac17,\frac1{21}$ |
| f, 0 | $\frac78(9x^2-30x^4+25x^6)$ | $\frac{23}{45},\frac{13}{33},\frac{49}{143}$ |
| f, 1 | $\frac{21}{32}(1-11x^2+35x^4-25x^6)$ | $\frac7{15},\frac{53}{165},\frac{101}{429}$ |
| f, 2 | $\frac{105}{16}(x^2-2x^4+x^6)$ | $\frac13,\frac5{33},\frac{35}{429}$ |
| f, 3 | $\frac{35}{32}(1-3x^2+3x^4-x^6)$ | $\frac19,\frac1{33},\frac5{429}$ |

For example, the last entry is

$$\langle x^6\rangle=\frac{35}{16}\left(\frac17-\frac39+\frac3{11}-\frac1{13}\right)=\frac{35}{16}\cdot\frac{16}{3003}=\frac5{429}.$$

**The means.** The Legendre polynomials give

$$c^2=\frac{3\langle x^2\rangle-1}{2},\qquad c^4=\frac{35\langle x^4\rangle-30\langle x^2\rangle+3}{8},$$

$$c^6=\frac{231\langle x^6\rangle-315\langle x^4\rangle+105\langle x^2\rangle-5}{16}.$$

For f, $|m|=3$, the last formula becomes

$$c^6=\frac1{16}\left(\frac{35}{13}-\frac{105}{11}+\frac{35}3-5\right)=\frac1{16}\cdot\frac{1155-4095+5005-2145}{429}=-\frac5{429}.$$

Inserting the other moments in the same way, and taking out the largest common factor of each set, gives for $|m|=0,1,\dots,l$:

- p: $c^2=\frac15(2,-1)$
- d: $c^2=\frac17(2,1,-2)$ and $c^4=\frac1{21}(6,-4,1)$
- f: $c^2=\frac1{15}(4,3,0,-5)$, $c^4=\frac1{33}(6,1,-7,3)$ and $c^6=\frac5{429}(20,-15,6,-1)$

A filled shell is spherical, so each set must sum to zero over all $m$. For $c^6$, indeed, $20+2(-15+6-1)=0$.

**The divisors.** Each set has the form $c^k(m)=g_kn_m$, where the integers $n_m$ have no common factor. The products are $g_k^2n_mn_{m'}$. A prime dividing all the $n_mn_{m'}$ would divide every square $n_m^2$, and hence every $n_m$, which is impossible. The integers $n_mn_{m'}$ thus have no common factor either, and they are the smallest possible coefficients. Therefore $D_k=1/g_k^2$:

$$\text{p: }D_2=25;\qquad \text{d: }D_2=49,\ D_4=441;$$

$$\text{f: }D_2=225,\quad D_4=1089,\quad D_6=\left(\frac{429}{5}\right)^2=\frac{184041}{25}.$$

The first five are common denominators because their $g_k$ have numerator 1. The sixth is a common denominator divided by a common numerator factor.

## Solution of part (b)

For $d^2$, with $n^{(2)}=(2,1,-2)$ and $n^{(4)}=(6,-4,1)$ for $|m|=0,1,2$,

$$J(m,m')=F_0+n^{(2)}_mn^{(2)}_{m'}F_2+n^{(4)}_mn^{(4)}_{m'}F_4 .$$

**Which terms occur.** Take determinants with $m_1$ spin up and $m_2$ spin down, so $M_S=0$. For $M=m_1+m_2\ge0$ there are $5-M$ of them. The number grows by one each time $M$ falls by one, so each $L=4,3,2,1,0$ occurs once. With both spins up, the Pauli principle requires $m_1\neq m_2$, and there are $0,1,1,2,2$ determinants for $M=4,3,2,1,0$. The triplets are therefore $L=3$ and $L=1$, and the rest are singlets.

**Diagonal sums.** The diagonal energy of such a determinant is $J(m_1,m_2)$, without exchange, because the spins are opposite. The trace of a matrix equals the sum of its eigenvalues. The sum $S(M)$ of the diagonal energies is thus the sum of the energies of all terms with $L\ge M$:

$$\begin{aligned}
S(4)&=J(2,2)=F_0+4F_2+F_4,\\
S(3)&=2J(2,1)=2F_0-4F_2-8F_4,\\
S(2)&=2J(2,0)+J(1,1)=3F_0-7F_2+28F_4,\\
S(1)&=2J(2,-1)+2J(1,0)=4F_0-56F_4,\\
S(0)&=2J(2,-2)+2J(1,-1)+J(0,0)=5F_0+14F_2+70F_4 .
\end{aligned}$$

The differences $E(L)=S(L)-S(L+1)$, with $S(5)=0$, are

$$\begin{aligned}
E(^1G)&=F_0+4F_2+F_4, & E(^3F)&=F_0-8F_2-9F_4,\\
E(^1D)&=F_0-3F_2+36F_4, & E(^3P)&=F_0+7F_2-84F_4,\\
E(^1S)&=F_0+14F_2+126F_4. &&
\end{aligned}$$

**The conversion.** Subtracting the first two definitions removes $A$:

$$15B=E(^3P)-E(^3F)=15F_2-75F_4\quad\Rightarrow\quad B=F_2-5F_4 .$$

Then

$$A=E(^3F)+8B=F_0-8F_2-9F_4+8F_2-40F_4=F_0-49F_4,$$

$$2C=E(^1G)-A-4B=(1+49+20)F_4=70F_4\quad\Rightarrow\quad C=35F_4 .$$

So $F_2$ and $F_4$ fix $B$ and $C$, but $A$ also needs $F_0$. The two unused terms are a check on the algebra: $A-3B+2C=F_0-3F_2+36F_4=E(^1D)$ and $A+14B+7C=F_0+14F_2+126F_4=E(^1S)$.

With $F_2=F^2/49$ and $F_4=F^4/441$,

$$A=F^0-\frac{F^4}{9},\qquad B=\frac{9F^2-5F^4}{441},\qquad C=\frac{5F^4}{63}.$$

The inverse relations are $F_4=C/35$, $F_2=B+C/7$ and $F_0=A+7C/5$.

**Signs and a limit.** Since $r_</r_>\le1$, $F^4$ is smaller than $F^2$ for any smooth radial function. Hence $B>0$, and $^3P$ lies above $^3F$ in this model. With $\rho=F^4/F^2$,

$$\frac CB=\frac{35\rho}{9-5\rho}.$$

If both electrons are confined to a thin spherical shell, $\rho\to1$ and $C/B\to35/4$. The order of $^1D$ and $^3P$ depends on this ratio: $E(^3P)-E(^1D)=10B-2C$ is positive for $C<5B$, that is, for $\rho<3/4$. In the thin-shell limit $^3P$ lies below $^1D$.

## Numbers: two vacancies in the 3d shell of zinc

The 3d orbital of the neutral zinc atom, from nonrelativistic restricted Hartree-Fock theory in the def2-TZVP basis, gives

$$F^0=29.0599,\qquad F^2=13.2934,\qquad F^4=8.2428\ \text{eV}.$$

The last digits belong to this basis: at the Hartree-Fock basis limit $F^0$, $F^2$ and $F^4$ are larger by about 0.015, 0.005 and 0.002 eV, which raises $A$ by 0.015 eV and leaves the splittings below unchanged to 0.01 eV. The reduced integrals are $F_2=13.2934/49=0.27129$ eV and $F_4=8.2428/441=0.01869$ eV. Hence

$$\begin{aligned}
A&=29.0599-8.2428/9=28.144\ \text{eV},\\
B&=0.27129-5(0.01869)=0.1778\ \text{eV}\approx1430\ \text{cm}^{-1},\\
C&=35(0.01869)=0.654\ \text{eV}\approx5280\ \text{cm}^{-1}.
\end{aligned}$$

These parameters describe $3d^8$ as well as $3d^2$. Rewriting the repulsion in terms of holes reproduces the same two-body interaction, plus a constant and a one-body term. The one-body term comes from the filled shell, is spherical, and so shifts all states with two holes equally. The other closed shells also add only a common shift. The energies above $^3F$ are:

| Term | Formula | Energy (eV) |
|---|---|---|
| $^1D$ | $5B+2C$ | 2.20 |
| $^3P$ | $15B$ | 2.67 |
| $^1G$ | $12B+2C$ | 3.44 |
| $^1S$ | $22B+7C$ | 8.49 |

Here $C/B=3.68$, below 5, so $^1D$ lies under $^3P$. The large parameter $A$ cancels from every splitting.

As a test, the repulsion matrix was built from two-electron integrals over the Gaussian basis functions, without the angular formulas, and diagonalized for both $d^2$ and $d^8$. The $d^2$ energies and the $d^8$ splittings agree with the formulas to about $10^{-10}$ eV, as the numerical output shows. This confirms the algebra, not the physical accuracy of the model. The orbitals are frozen at their neutral-atom form, although they contract after two electrons are removed: optimizing them for the average energy of $3d^84s^2$ shrinks $\langle r\rangle_{3d}$ from 0.875 to 0.776 bohr and raises $B$, $C$ and the four splittings by about 15%. Correlation, relativity and spin-orbit coupling are also left out. Spin-orbit coupling mixes levels of different terms that have the same total angular momentum $J$. Where it is comparable to the term splittings, $L$ and $S$ no longer label all the levels, and $A,B,C$ alone do not determine the spectrum. Within $d^2$ or $d^8$, only $^3F_3$ and $^3P_1$ stay unmixed, because no other term has a level with $J=3$ or $J=1$.

## Computed results

```
p |m|=0 <x^2>,<x^4>,.. = 3/5
   c^2,c^4,.. = 2/5
p |m|=1 <x^2>,<x^4>,.. = 1/5
   c^2,c^4,.. = -1/5
d |m|=0 <x^2>,<x^4>,.. = 11/21, 3/7
   c^2,c^4,.. = 2/7, 2/7
d |m|=1 <x^2>,<x^4>,.. = 3/7, 5/21
   c^2,c^4,.. = 1/7, -4/21
d |m|=2 <x^2>,<x^4>,.. = 1/7, 1/21
   c^2,c^4,.. = -2/7, 1/21
f |m|=0 <x^2>,<x^4>,.. = 23/45, 13/33, 49/143
   c^2,c^4,.. = 4/15, 2/11, 100/429
f |m|=1 <x^2>,<x^4>,.. = 7/15, 53/165, 101/429
   c^2,c^4,.. = 1/5, 1/33, -25/143
f |m|=2 <x^2>,<x^4>,.. = 1/3, 5/33, 35/429
   c^2,c^4,.. = 0, -7/33, 10/143
f |m|=3 <x^2>,<x^4>,.. = 1/9, 1/33, 5/429
   c^2,c^4,.. = -1/3, 1/11, -5/429
p k=2: lcm denom. 25, gcd num. 1, D_k = 25
d k=2: lcm denom. 49, gcd num. 1, D_k = 49
d k=4: lcm denom. 441, gcd num. 1, D_k = 441
f k=2: lcm denom. 225, gcd num. 1, D_k = 225
f k=4: lcm denom. 1089, gcd num. 1, D_k = 1089
f k=6: lcm denom. 184041, gcd num. 25, D_k = 184041/25
d^2 S(4) = F_0 + 4*F_2 + F_4;  E(1G) = F_0 + 4*F_2 + F_4
d^2 S(3) = 2*F_0 - 4*F_2 - 8*F_4;  E(3F) = F_0 - 8*F_2 - 9*F_4
d^2 S(2) = 3*F_0 - 7*F_2 + 28*F_4;  E(1D) = F_0 - 3*F_2 + 36*F_4
d^2 S(1) = 4*F_0 - 56*F_4;  E(3P) = F_0 + 7*F_2 - 84*F_4
d^2 S(0) = 5*F_0 + 14*F_2 + 70*F_4;  E(1S) = F_0 + 14*F_2 + 126*F_4
Racah A = F_0 - 49*F_4
Racah B = F_2 - 5*F_4
Racah C = 35*F_4
Zn RHF/def2-TZVP total energy = -48376.59 eV
Zn 3d F^0 = 29.0599 eV
Zn 3d F^2 = 13.2934 eV
Zn 3d F^4 = 8.2428 eV
Zn 3d F_2 = 0.271295 eV
Zn 3d F_4 = 0.018691 eV
Zn 3d Racah A = 28.14404 eV
Zn 3d Racah B = 0.17784 eV
Zn 3d Racah C = 0.65419 eV
Zn 3d Racah B = 1434 cm^-1
Zn 3d Racah C = 5276 cm^-1
Zn 3d ratio C/B = 3.679
Zn 3d^8 3F above 3F = 0.0000 eV
Zn 3d^8 1D above 3F = 2.1976 eV
Zn 3d^8 3P above 3F = 2.6676 eV
Zn 3d^8 1G above 3F = 3.4424 eV
Zn 3d^8 1S above 3F = 8.4918 eV
J(0,0): integral 30.8180, formula 30.8180 eV
largest deviation, d^2 spectrum = 1.1e-10 eV
largest deviation, d^8 splittings = 1.3e-10 eV
```
